# Internal Pressure of a 5 nm Oxide Grain from Surface Stress

## Problem

A spherical solid grain has a diameter of 5 nm. Its surface carries an isotropic surface stress $f=1$ N/m, and the pressure outside it is negligible.

(a) Estimate the pressure inside the grain with the Young-Laplace relation.

(b) A grain is a solid, not a liquid drop. Show that the pressure is nevertheless uniform, and find how much the grain shrinks if its bulk modulus is $K=200$ GPa.

(c) Find how the estimate changes if the grain is not a sphere, and if it is bonded to a surrounding solid with shear modulus $G_m=80$ GPa.

The moduli are round model values. The grain is treated as an isotropic, linear elastic continuum with a sharp surface. Pressure is positive in compression, whereas a stress component $\sigma$ is positive in tension. A positive $f$ means that the surface tries to contract.

## Solution

### Which surface quantity enters

Two quantities with the same unit must be kept apart. The surface energy $\gamma$ is the work per area needed to create new surface. The surface stress $f$ is the work per area needed to stretch a surface that already exists. If the total surface energy is $S=\gamma A$, a small equal stretching in all surface directions costs

$$dS=\gamma\,dA+A\,d\gamma = f\,dA ,$$

and division by $dA$ gives

$$f=\gamma+A\frac{d\gamma}{dA}.$$

When a simple liquid surface grows, molecules arrive from the interior and the new surface is like the old one. Then $d\gamma/dA=0$ and $f=\gamma$. When a solid surface is stretched elastically, the same surface atoms move apart, $\gamma$ generally changes, and $f$ differs from $\gamma$. By the relation above, $f$ is negative if $\gamma$ falls fast enough on stretching, $A\,d\gamma/dA<-\gamma$, even though $\gamma$ itself is positive.

The grain is compressed by a surface that resists stretching, so $f$ is the quantity needed here. The energy argument below confirms this.

### (a) The pressure from a balance of forces

Cut the grain in thought by a plane through its centre and consider the upper half, including its share of the surface. The lower half acts on it in two ways:

- Across the circular disc of area $\pi R^2$, the compressed interior pushes it upward with force $\pi R^2P$.
- Along the rim of length $2\pi R$, the surface of the lower half pulls it downward with force $2\pi Rf$.

An outside pressure $P_{\rm out}$ would add a downward force $\pi R^2P_{\rm out}$, since the vertical parts of the force on the curved surface add up to the pressure times the projected area. Equilibrium requires

$$\pi R^2P=2\pi Rf+\pi R^2P_{\rm out}.$$

Dividing by $\pi R^2$ gives the Young-Laplace relation,

$$P-P_{\rm out}=\frac{2f}{R}.$$

With $P_{\rm out}$ neglected and the diameter $d=2R$ introduced,

$$P=\frac{2f}{R}=\frac{4f}{d}.$$

For the given grain $R=2.5$ nm. Since $1$ N/m equals $1$ nN/nm, the rim pulls with $2\pi Rf=15.71$ nN, and this force is spread over a disc of $19.63$ nm². Therefore

$$P=\frac{15.71\ \text{nN}}{19.63\ \text{nm}^2}=0.80\ \text{nN/nm}^2=0.8\ \text{GPa}.$$

The last step uses $1\ \text{nN/nm}^2=10^{-9}\ \text{N}/10^{-18}\ \text{m}^2=10^9$ Pa. The result is about 7900 atm, so neglecting one atmosphere outside is harmless.

Grain size is taken here as a diameter. If 5 nm were the radius, the pressure would be half as large, 0.4 GPa.

### The same result from energy

The force balance can be checked by letting the grain choose its own radius. Let $F(V)$ be the free energy of the interior at fixed temperature and fixed number of atoms. Its pressure is $P=-dF/dV$. The total energy is $F(V)+S(A)$, and at equilibrium it does not change to first order when the radius changes by $dR$:

$$0=dF+dS=-P\,dV+f\,dA .$$

For a sphere, $V=4\pi R^3/3$ and $A=4\pi R^2$, so $dV=4\pi R^2\,dR$ and $dA=8\pi R\,dR$. Hence

$$P=f\,\frac{dA}{dV}=f\,\frac{8\pi R}{4\pi R^2}=\frac{2f}{R}.$$

The derivative of $S$ enters, not $S/A$. This is why the pressure contains $f$ and not $\gamma$. The radius in this formula is that of the relaxed grain.

A numerical minimization shows the difference. It used a surface energy of 1.5 J/m² at the starting area, but a surface stress of 1 N/m. The relaxed grain had a pressure of 0.801 GPa, in agreement with $2f/R$. Putting $\gamma$ in place of $f$ would have given 1.2 GPa, which is 50% above the 0.8 GPa estimate. With the same $\gamma$ but $f=-1$ N/m, the grain expanded and its pressure was $-0.799$ GPa, a tension.

### (b) Why the pressure is uniform

The balance on the disc fixes only the average normal stress across it. A solid can support shear, so uniformity has to be shown.

By symmetry each point moves radially by $u(r)$. The radial strain is $u'=du/dr$. A circle of radius $r$ becomes one of radius $r+u$, so the strain in both tangential directions is $u/r$. With shear modulus $G$ and $\lambda=K-2G/3$, Hooke's law gives

$$\sigma_r=(\lambda+2G)u'+2\lambda\frac{u}{r},$$

$$\sigma_t=\lambda u'+(2\lambda+2G)\frac{u}{r}.$$

Radial equilibrium of a small volume element reads

$$\frac{d\sigma_r}{dr}+\frac{2}{r}(\sigma_r-\sigma_t)=0 .$$

The two terms are

$$\frac{d\sigma_r}{dr}=(\lambda+2G)u''+2\lambda\left(\frac{u'}{r}-\frac{u}{r^2}\right),$$

$$\frac{2}{r}(\sigma_r-\sigma_t)=4G\left(\frac{u'}{r}-\frac{u}{r^2}\right).$$

In their sum the bracket has the coefficient $2\lambda+4G=2(\lambda+2G)$. The common factor $\lambda+2G$ cancels, leaving

$$u''+\frac{2u'}{r}-\frac{2u}{r^2}=0 .$$

The trial function $u=r^n$ gives $n(n-1)+2n-2=(n-1)(n+2)=0$, so the general solution is

$$u=Cr+\frac{D}{r^2}.$$

Inside the grain $D=0$, because the displacement must stay finite at the centre. Then $u'=u/r=C$, and both stresses are equal and independent of position:

$$\sigma_r=\sigma_t=(3\lambda+2G)C=3KC .$$

The surface condition is $\sigma_r(R)=-P=-2f/R$. It fixes $C=-P/(3K)$, so that

$$u(r)=-\frac{P}{3K}\,r .$$

The pressure is therefore uniform and the grain carries no shear stress, within isotropic linear elasticity. A radial finite-element calculation, which did not assume this form of $u$, gave the same uniform stress.

The radial strain is

$$\frac{u(R)}{R}=-\frac{P}{3K}=-\frac{0.8}{3\times200}=-0.0013,$$

or $-0.13\%$. For small strains the volume strain is three times this, $-P/K=-0.4\%$. If $f$ does not change with strain, the shrinkage raises the pressure slightly, because the relaxed radius is smaller than 2.5 nm. The relative change is about $P/(3K)$, again 0.13%, which explains the 0.801 GPa found by minimization, where $f$ was held constant. On a real solid surface $f$ itself depends on strain. If $f=f_0+k\,u(R)/R$, the relative change of $2f/R$ is about $(k/f_0-1)\,u(R)/R$. Shrinkage then lowers the pressure when $k>f_0$, by about one per cent for $k=10$ N/m. The sign of this small correction is therefore not fixed by the radius alone. For an estimate, the undeformed radius is sufficient.

### (c) A grain that is not a sphere

On a free grain of another shape the curvature varies over the surface, and the internal stress need not be uniform. Its volume average can still be found. Define the local pressure as minus one third of the sum of the three normal stresses, and let $\bar P$ be its average over the grain.

Imagine a small uniform dilation in which every length grows by the fraction $\varepsilon$. Each of the three normal strains is $\varepsilon$, so the work done against the internal stresses is

$$\varepsilon\int(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})\,dV=-3\varepsilon\bar PV .$$

The area grows by $2\varepsilon A$, which costs the surface energy $2\varepsilon fA$ if $f$ is the same everywhere. No outside force does work, so the two contributions add to zero in equilibrium:

$$-3\varepsilon\bar PV+2\varepsilon fA=0,
\qquad
\bar P=\frac{2fA}{3V}.$$

For a sphere $A/V=3/R$, and the earlier result $2f/R$ returns. At fixed volume the sphere has the smallest area. For positive $f$ it therefore has the smallest mean pressure, and any other shape gives a larger value.

The effect on the mean pressure is modest for moderate elongation. A spheroid twice as long as it is wide, with the volume of the 5 nm sphere, has 1.077 times the sphere's area. Its mean pressure is

$$\bar P=1.077\times0.8\ \text{GPa}=0.86\ \text{GPa}.$$

Integrating the forces that the curved surface exerts on the spheroid gave the same mean pressure.

The mean hides a strong local variation. The surface presses inward with $f$ times the sum of its two principal curvatures. For half-axes $a=1.98$ nm across and $c=3.97$ nm along the spheroid, this is $2fc/a^2=2.02$ GPa at the tips, but only $f(1/a+a/c^2)=0.63$ GPa at the equator. These are the normal loads on the surface. They fix only the normal stress there, not the local pressure, which also contains the two tangential stresses.

### (c) A grain bonded to a surrounding solid

Now place the sphere in a large solid matrix that was free of stress before the interface began to pull. The two are joined without slip, and $f$ now denotes the stress of the interface. As the grain contracts, it has to drag the matrix inward.

Let the interface move by $U$, which is negative for contraction. Inside, $u=Ur/R$, and the previous section gives

$$\sigma_r^{\rm in}=3K\frac{U}{R}.$$

In the matrix the displacement must vanish far away, so the $D/r^2$ solution applies. Continuity at $r=R$ requires $D=UR^2$. The strains there are $u'=-2D/r^3$ and $u/r=D/r^3$. The volume strain $u'+2u/r$ is zero, so the bulk modulus of the matrix plays no part. The radial stress is $2G_mu'=-4G_mD/r^3$, and at the interface

$$\sigma_r^{\rm out}=-4G_m\frac{U}{R}.$$

This is positive for $U<0$: the matrix is under radial tension and pulls outward on the interface.

The force balance on half of the interface now contains the outward push of the grain, $-\sigma_r^{\rm in}$, and the outward pull of the matrix, $\sigma_r^{\rm out}$. Together they support the rim tension:

$$\pi R^2(\sigma_r^{\rm out}-\sigma_r^{\rm in})=2\pi Rf .$$

Dividing by $\pi R^2$ and inserting the two stresses gives

$$-(4G_m+3K)\frac{U}{R}=\frac{2f}{R},
\qquad
U=-\frac{2f}{3K+4G_m}.$$

The pressure in the grain is $-\sigma_r^{\rm in}$, so

$$P_{\rm bonded}=-3K\frac{U}{R}=\frac{2f}{R}\,\frac{3K}{3K+4G_m}.$$

For the model moduli the reduction factor is

$$\frac{3\times200}{3\times200+4\times80}=\frac{600}{920}=0.652,$$

and the pressure falls from 0.8 to 0.52 GPa. The remaining 0.28 GPa of the Young-Laplace jump appears as radial tension in the matrix beside the interface. Finite-element calculations confirmed the formula for this matrix and for one with half the stiffness of the grain.

Two limits show what the factor means. If $G_m\to0$, the matrix offers no resistance and the free-grain result returns. If $G_m\to\infty$, the interface cannot move, the grain is not compressed, and the matrix carries the whole jump $2f/R$. The Young-Laplace relation thus fixes the difference in radial stress across the interface. It gives the grain pressure itself only when the stress outside is known.

## A few cases

All rows use $f=1$ N/m. The last two rows have the volume of the 5 nm sphere.

| Grain | Pressure (GPa) |
|---|---:|
| Free sphere, $d=3$ nm | 1.33 |
| Free sphere, $d=5$ nm | 0.80 |
| Free sphere, $d=10$ nm | 0.40 |
| Free sphere, $d=20$ nm | 0.20 |
| Free spheroid, aspect ratio 2 (mean) | 0.86 |
| Bonded sphere, $G_m=80$ GPa | 0.52 |

The pressure varies as $1/d$ because the pull along the rim grows with $d$, while the disc that supports it grows with $d^2$. The pressure is also proportional to $f$, so a 30% error in $f$ gives a 30% error in $P$. Among the cases considered here, bonding changes the mean pressure more than elongation does, and the effect of the elastic change of radius is negligible beside both.

## What the estimate can and cannot say

**Small grains.** The formula treats the surface as a sheet without thickness. Suppose that the atoms within 0.25 nm of the surface differ from those in the interior. In a grain of radius 2.5 nm this layer holds the fraction $1-(2.25/2.5)^3=0.27$ of the volume. The division into a uniform interior and a thin surface is then only approximate, and it becomes poorer for smaller grains. A crystal may also have facets with different surface stresses, which a single isotropic $f$ does not describe.

**Films.** In a polycrystalline film the grains share boundaries, and neighbouring grains are stressed too. The bonded-grain formula describes one grain in an initially unstressed matrix, so it does not give the stress state of such a film. It does show that the free-grain value should not be assigned to an embedded grain without correction.

**Phase stability.** The pressure alone does not decide which crystal phase a small grain adopts. The total energy also contains the surface energy $\gamma A$, and its size can be compared with the energy gained by elastic shrinkage. For a small volume strain $x$, the bulk energy per volume is $Kx^2/2$. The surface contributes $f\,dA/V=(2f/R)x=Px$, where $P$ stands for the fixed value $2f/R$. The sum $Kx^2/2+Px$ is smallest at $x=-P/K$, where it equals $-P^2/(2K)$. The surface energy per volume is $\gamma A/V=3\gamma/R$. The ratio of the two magnitudes is

$$\frac{P^2/(2K)}{3\gamma/R}=\frac{4f^2}{2KR^2}\,\frac{R}{3\gamma}=\frac{2f^2}{3KR\gamma}.$$

With $KR=200\ \text{GPa}\times2.5\ \text{nm}=500$ N/m and $\gamma=1.5$ J/m², this is $2/(3\times500\times1.5)$, or about 0.001. For these values, a difference in $\gamma$ of even one per cent between two phases would therefore outweigh the whole elastic gain. The ratio grows as $f^2$, however: with $f=3$ N/m it is nine times larger, about 0.008, and it rises further for softer or smaller grains. The elastic gain is not the only effect of size, however. With the same number of atoms, a denser phase also has a smaller area. If its volume is smaller by a small amount $\Delta V$ and $\gamma$ is the same, its surface energy is lower by about $(2\gamma/R)\Delta V$, because $dA=2\,dV/R$ for a sphere. This term contains $\gamma$, not $f$. A comparison of phases therefore needs their bulk energies and their total surface energies $\gamma A$, not the internal pressure alone.

The numerical output below lists the computed pressures and strains. The two local surface loads on the spheroid, and the layer fraction and energy ratio in this last section, were worked out by hand from the formulas shown.

## Numbers as computed

```
Grain diameter: 5.0 nm
Grain radius: 2.5 nm
Surface stress: 1.0 N/m
Model bulk modulus: 200 GPa
Model shear modulus: 80 GPa
Equatorial pull: 15.71 nN
Equatorial disc area: 19.63 nm^2
Internal pressure, free grain: 0.800 GPa
Same pressure: 7895 atm
Pressure if 5 nm is the radius: 0.400 GPa
Relaxed radius: 2.4967 nm
Pressure at relaxed radius: 0.8011 GPa
Radial strain from minimization: -0.133 %
Radial strain -P/(3K): -0.133 %
Volume strain -P/K: -0.40 %
Pressure for f = -1 N/m, relaxed: -0.7989 GPa
Surface energy in contrast case: 1.5 J/m^2
Wrong estimate 2*gamma/R: 1.200 GPa
Spheroid aspect ratio: 2.0 (no unit)
Spheroid area / sphere area: 1.0767 (no unit)
Mean pressure, equal-volume spheroid: 0.861 GPa
Bonded/free pressure ratio: 0.652 (no unit)
Pressure in bonded grain: 0.522 GPa
Radial tension in matrix at interface: 0.278 GPa
Free-grain pressure at diameter 3 nm: 1.333 GPa
Free-grain pressure at diameter 10 nm: 0.400 GPa
Free-grain pressure at diameter 20 nm: 0.200 GPa
```
